When the quasi-static terrace approximation holds in step flow without desorption, part 1

(Sections cited here and not found follow in the second part.)

## First half: one terrace width

### The decision

A calculation of step-flow growth can be set up in two ways. One can follow the density of mobile atoms on every terrace together with the moving steps, which means solving a diffusion equation on domains that change with time. Or one can assume that each terrace is always in the steady state belonging to its present width. The diffusion equation is then solved once by hand, and what remains is one ordinary differential equation per step. This second way is the quasi-static approximation.

The choice can be tied to the Peclet number

P = ΩFℓ²/D,

where F is the flux of arriving atoms per area and time, Ω the area of one atomic site, ℓ the mean terrace width and D the surface diffusivity. The claim to be examined is that small P justifies the quasi-static approximation when no atoms desorb.

For the adatom profile and the momentary step speeds the claim is right, if attachment at the steps is fast and a short initial transient has passed. For the long-time evolution of the terrace widths it is not enough. There the quasi-static theory predicts disturbances that neither grow nor decay, so the small neglected terms decide what happens. Where wide and narrow terraces alternate, they have changed the widths strongly after about 1/P deposited layers; for gentle modulations over many terraces it takes longer. With slow attachment, small P can fail to secure even the momentary speeds.

### The model and the balance at a moving step

The steps are straight and parallel, and x runs across them. They advance towards +x. The terrace ahead of a step, at larger x, is the lower one, and the terrace behind it is the upper one. No atoms desorb, no islands nucleate on the terraces, the steps do not interact, and noise is left out. The terraces are wide enough for a continuum description. The adatom density c(x,t), a number per area, then obeys

∂c/∂t = D ∂²c/∂x² + F.

Attachment and detachment are taken to be so fast that c has the same fixed value c_eq on both sides of every step.

The speed v of a step follows from counting atoms. Take a narrow window from x₁ to x₂ around the step at s(t). Per unit length of step, the window holds

(s−x₁)/Ω + ∫ c dx

atoms: the crystal layer that ends at the step, and the adatoms on either side. When the step moves, the crystal part grows at the rate v/Ω. The adatom region behind the step lengthens and gains v c₋, while the one ahead shortens and loses v c₊. The subscripts − and + mean just behind and just ahead of the step. The diffusion current in the +x direction is −D ∂c/∂x, so atoms enter at x₁ at the rate −Dc′₋ and leave at x₂ at the rate −Dc′₊. In the limit of a narrow window,

v(1/Ω + c₋ − c₊) = D(c′₊ − c′₋).

Since c₋ = c₊ = c_eq, the two convective terms cancel:

v = ΩD(c′₊ − c′₋).

This cancellation does not require c_eq to be small. It does require equal densities on the two sides.

Now let θ = Ω(c−c_eq) be the excess coverage, in layers. Because c_eq is constant,

∂θ/∂t = D ∂²θ/∂x² + ΩF, θ = 0 at the steps, v = D(θ′₊ − θ′₋).

The equilibrium density has dropped out altogether.

### Scaling

One layer is deposited in the time 1/(ΩF). Let τ = ΩFt count deposited layers, let X = x/ℓ, and write θ = P w. The terms of the diffusion equation become

∂θ/∂t = ΩF P ∂w/∂τ,

D ∂²θ/∂x² = (DP/ℓ²) ∂²w/∂X² = ΩF ∂²w/∂X²,

where the last equality uses the definition of P. Division by ΩF gives

P ∂w/∂τ = ∂²w/∂X² + 1, w = 0 at the steps.

With S = s/ℓ the step speed is v = ΩFℓ Ṡ, the dot meaning d/dτ. On the right of the speed law, D P/ℓ = ΩFℓ multiplies the gradients of w. Therefore

Ṡ = w′₊ − w′₋.

The Peclet number now stands in one place, in front of the time derivative. Setting this term to zero is the quasi-static approximation. It drops two effects at once: the density at a given distance from a step may change, and the profile is carried along with the moving steps.

For numbers I take round parameters without a particular material in mind, in nm and s, since these are the natural units of terraces and deposition: Ω = 0.1 nm², F = 1 nm⁻² s⁻¹, D = 10⁵ nm²/s and ℓ = 100 nm. Then

P = 0.1 × 1 × 100² / 10⁵ = 0.01.

A layer takes 1/(0.1 × 1) = 10 s, and the mean step speed is 0.1 × 1 × 100 = 10 nm/s.

### Simplest case: a terrace with fixed edges

Let the terrace have width 1 and let its edges stand still. The steady state solves w₀″ = −1 with w₀(0) = w₀(1) = 0. Integrating twice gives w₀ = −y²/2 + By, and the condition at y = 1 gives B = 1/2:

w₀ = y(1−y)/2.

The slopes are w₀′(0) = 1/2 and w₀′(1) = −1/2, so each edge receives half of the deposited atoms. The maximum is 1/8 and the mean is ∫(y−y²)/2 dy = (1/2−1/3)/2 = 1/12. The excess coverage is P times these values.

How long does it take to reach this state? Let deposition start at τ = 0 with w = 0. The deviation h = w − w₀ obeys

P ∂h/∂τ = ∂²h/∂y², h = 0 at both edges,

because the source 1 is balanced by w₀″. Its modes are sin(mπy) exp(−m²π²τ/P), with m = 1, 2, 3 and so on. The slowest decays at the rate π²/P per layer. The transient therefore lasts about P/π² layers. In the example this is ℓ²/(π²D) = 0.010 s, against 10 s for a layer. This is the sense in which small P lets the terrace follow the steps: the density responds much faster than the widths can change.

Holding the edges fixed is consistent here, since in P/π² layers a step moves by no more than about the fraction P/π² of a terrace width. The numerical solution with moving steps gives 987.0 per layer for the slowest transient rate at P = 0.01, in agreement with π²/P.

### What the transient leaves behind

During the transient the steps receive fewer atoms than are deposited, because the terraces are filling up. The missing amount can be found from the modes. The constant 1 has the sine series Σ (4/(mπ)) sin(mπy) over odd m. Since −w₀″ = 1, and since two derivatives multiply each sine by −m²π², the coefficients of w₀ are 4/(m³π³). The deviation starts as h = −w₀. Each mode therefore reduces the inward flux at each edge by its slope mπ × 4/(m³π³) = 4/(m²π²), and the two edges together by 8/(m²π²), times the decaying exponential.

At τ = 0 the total reduction is (8/π²) Σ 1/m². The sum over odd m is π²/8, so the reduction is 1 and the steps start at rest, as they must on a terrace without excess atoms. The time integral of each exponential is P/(m²π²). The total deficit is thus

(8P/π⁴) Σ 1/m⁴ = (8P/π⁴)(π⁴/96) = P/12,

where Σ 1/m⁴ over odd m equals π⁴/96.

This is P times the mean of w₀, that is, the excess coverage stored on the terrace. The steps stay behind their quasi-static positions by the fraction P/12 of a terrace width. For P = 0.01 and ℓ = 100 nm this is 0.083 nm, less than an atomic spacing, and to be read as an average along the step. The quasi-static theory counts every deposited atom as crystal at once, while in fact a small constant stock remains mobile.

### Next case: a uniform train of moving steps

Now all terraces have width 1 and all steps move at the same speed. Conservation fixes this speed. In a stationary state the stored amount is constant, so each step must take up what falls on one terrace, and Ṡ = 1.

Let y = X − S(τ) be the distance ahead of the step at the rear edge of a terrace. At a fixed place X, the distance y shrinks as the step approaches, so that

∂w/∂τ at fixed X = ∂w/∂τ at fixed y − Ṡ ∂w/∂y.

In the stationary state the first term on the right vanishes. With Ṡ = 1 the diffusion equation becomes

w″ + P w′ + 1 = 0, w(0) = w(1) = 0.

For u = w′ this reads u′ + P u = −1, with the solution u = A e^(−Py) − 1/P. Integrating once more with w(0) = 0 gives

w = (A/P)(1 − e^(−Py)) − y/P.

The condition w(1) = 0 requires A(1 − e^(−P)) = 1, hence

w = [ (1 − e^(−Py))/(1 − e^(−P)) − y ] / P.

No smallness of P has been used. The speed can be checked from the slopes:

w′(0) − w′(1) = A − A e^(−P) = 1.

So the uniform train moves at the quasi-static speed for every P in this model. In this stationary state a comparison of speeds cannot expose the error of the approximation, because conservation alone determines them.

The error shows in where the atoms come from. The share of its atoms that a step receives from the terrace ahead is

w′(0) = 1/(1 − e^(−P)) − 1/P.

To expand it, write 1 − e^(−P) = P(1 − P/2 + P²/6 − …). The reciprocal of the bracket is 1 + P/2 + (P²/4 − P²/6) + … = 1 + P/2 + P²/12 + …. Dividing by P and subtracting 1/P,

w′(0) = 1/2 + P/12 + ….

The terrace behind supplies the rest, 1/2 − P/12 − …. A step runs towards the adatoms ahead of it and away from those behind it, which explains the sign.

At P = 0.01 the share is 0.50083, which deviates from the quasi-static 1/2 by less than 0.2 per cent. At P = 0.5 it is 0.54149, against 0.54167 from the two-term formula. At P = 1 it is 0.58198, against 0.58333. The quasi-static value is then 14 per cent below the true share, while the first correction still works well. That the profile solves the moving-step problem was tested at all three values of P.

### The error of the profile

The same expansion gives the error of the density itself. Put w = w₀ + P w₁ into w″ + P w′ + 1 = 0. The terms of first order in P give

w₁″ = −w₀′ = y − 1/2, w₁(0) = w₁(1) = 0.

Integrating twice, w₁ = y³/6 − y²/4 + Cy, and the condition at y = 1 gives C = 1/4 − 1/6 = 1/12. Factoring,

w₁ = y(2y² − 3y + 1)/12 = y(1−y)(1−2y)/12.

Relative to w₀ = y(1−y)/2 the correction is

P w₁/w₀ = P(1−2y)/6.

It is largest next to the steps, where it tends to P/6 at the rear edge and to −P/6 at the front edge, and it vanishes in the middle. At P = 0.01 the quasi-static profile is thus good to about 0.2 per cent everywhere on the terrace. The slope w₁′(0) = 1/12 agrees with the expansion of the share.

For equal terraces, then, the original claim holds: small P means a short transient, a small relative error of the profile and a small stored coverage. The mean speed has no error at all once the transient is over. What equal terraces cannot show is how the small shift of atoms from the terrace behind to the terrace ahead acts when neighbouring terraces differ.

## Second half: unequal terraces and long times

### Symbols and results carried over

Lengths are in units of the mean terrace width ℓ, τ is the number of deposited layers, and P = ΩFℓ²/D, with atomic area Ω, flux F and diffusivity D. The excess coverage over equilibrium is P w. Step n is at S_n and moves towards +x. Terrace n lies ahead of it and has width L_n = S_{n+1} − S_n. The full problem is

P ∂w/∂τ = ∂²w/∂X² + 1, w = 0 at the steps, Ṡ_n = w′₊ − w′₋,

where + and − denote the sides ahead of and behind the step. The quasi-static theory drops the left side of the diffusion equation. On equal terraces the transient lasts P/π² layers, and afterwards a step receives the share 1/2 + P/12 from ahead and 1/2 − P/12 from behind, to first order in P. The example has Ω = 0.1 nm², F = 1 nm⁻² s⁻¹, D = 10⁵ nm²/s and ℓ = 100 nm, so that P = 0.01 and a layer takes 10 s.

### The quasi-static law for unequal terraces

On a terrace of width L the steady profile is w₀ = y(L−y)/2, with y measured from the rear edge. Its slopes are L/2 and −L/2 at the edges, so each edge takes half of the deposit. Hence

Ṡ_n = (L_n + L_{n−1})/2 ≡ V_n.

### The first correction

Consider one terrace. Let V be the speed of its rear step at y = 0, and V′ that of its front step at y = L, so that L̇ = V′ − V. In the frame of the rear step

P(∂w/∂τ − V ∂w/∂y) = ∂²w/∂y² + 1.

After the transient, insert w = w₀ + P w₁. Through L, the profile w₀ depends on time, with ∂w₀/∂τ = L̇y/2. Its slope is w₀′ = L/2 − y. To first order in P,

w₁″ = g(y) = L̇y/2 − V(L/2 − y), w₁(0) = w₁(L) = 0.

Only the edge slopes are needed. Integration by parts gives

∫₀ᴸ y w₁″ dy = L w₁′(L) − w₁(L) + w₁(0) = L w₁′(L).

The left side is

∫₀ᴸ y g dy = L̇L³/6 − V(L³/4 − L³/3) = L̇L³/6 + VL³/12.

Dividing by L and using L̇ = V′ − V,

w₁′(L) = L²(2L̇ + V)/12 = L²(2V′ − V)/12.

The other slope follows from w₁′(0) = w₁′(L) − ∫g dy. Here ∫g dy = L̇L²/4, since the integral of L/2 − y vanishes. Thus

w₁′(0) = L²(2L̇ + V − 3L̇)/12 = L²(V − L̇)/12 = L²(2V − V′)/12.

The flux into the rear step is +w′(0), and that into the front step is −w′(L):

to the rear step: L/2 + P L²(2V − V′)/12,

to the front step: L/2 − P L²(2V′ − V)/12.

Two limits check the signs. For L = V = V′ = 1 the corrections are +P/12 and −P/12, as for the uniform train. And the sum of the two fluxes is

L + P L²(3V − 3V′)/12 = L − P L²L̇/4 = L − d/dτ (P L³/12).

The integral of w₀ over the terrace is L³/12, so this says that the steps receive the deposit minus the growth of the stored excess, as conservation demands.

Step n is the rear step of terrace n and the front step of terrace n−1. Adding its two fluxes gives

Ṡ_n = V_n + (P/12)[ L_n²(2V_n − V_{n+1}) − L_{n−1}²(2V_n − V_{n−1}) ].

Inside the bracket the quasi-static speeds suffice, since any change there would be of second order in P.

For fast attachment, we now have the step speeds on unequal terraces to first order in P, including the correction that the quasi-static theory neglects. It remains to test this law against the full solution, to find what the correction does to the terrace widths over many layers, and to see what changes when attachment is slow.
